\section*{Linear polarisation of thermal emission from a dielectric at Brewster's angle}

\section{Problem}

A hot dielectric body has a smooth, flat surface facing vacuum. Its complex refractive index is $n+i\kappa$, with $n=1.5$ and $\kappa\ll1$. The absorption is weak over one wavelength, but the body is thick enough to be opaque. It is isotropic, non-magnetic, not optically active (so it has mirror symmetry) and at a uniform temperature $T$, and its surroundings are cold.

The body is viewed at the Brewster angle $\theta_B$ from the normal, at which the surface of the lossless dielectric does not reflect light polarised in the plane of emission. This plane contains the normal and the line of sight. Light with its electric field in the plane is called $p$, and light with its field perpendicular to it is called $s$. How strongly is the emitted light polarised, and in which direction? Is this the angle of greatest polarisation?

The degree of linear polarisation is defined with a rotating analyser as
\begin{equation}
P=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}} .
\end{equation}
Reflection in the plane of emission leaves the body unchanged but reverses $E_s$. The average $\langle E_pE_s^*\rangle$ therefore equals its own negative and vanishes. An analyser at angle $\phi$ to the $p$ direction passes $I_p\cos^2\phi+I_s\sin^2\phi$, whose extremes are $I_p$ and $I_s$. With positive sign for $p$ polarisation,
\begin{equation}
P=\frac{I_p-I_s}{I_p+I_s}.
\label{eq:P}
\end{equation}

\section{First estimate by scaling}

An opaque surface emits less than a black body by the fraction it reflects, as shown below. At the Brewster angle the $p$ reflectance vanishes, so the polarisation comes from the $s$ reflectance $R_s$. If $R_s$ is small, $P\approx R_s/2$.

To estimate $R_s$, let $n-1$ be small. The refracted ray is then nearly parallel to the incident one. At the Brewster angle it is also perpendicular to the reflected ray, so both angles are near $45^\circ$. In units of $k_0=\omega/c$, the normal wave number changes from $\cos\theta$ outside to $q$ inside, with
\[
q^2-\cos^2\theta=n^2-1\approx2(n-1).
\]
Since $q+\cos\theta\approx\sqrt2$, the difference is $q-\cos\theta\approx\sqrt2\,(n-1)$. The reflected amplitude is of the order of the relative mismatch,
\[
|r_s|\approx\frac{q-\cos\theta}{q+\cos\theta}\approx n-1,
\qquad
P\approx\frac{(n-1)^2}{2}.
\]
For $n=1.5$ this gives $0.125$, or about 12 percent. The contrast is not very small, so the estimate gives only the order of magnitude.

\section{Exact solution for weak absorption}

\subsection{From emission to reflection}

Place the body in a black cavity at the same temperature $T$. The radiation in the cavity is isotropic and unpolarised, with spectral radiance $B(T)$, so each polarisation carries $B/2$. A smooth isotropic surface reflects $s$ into $s$ and $p$ into $p$. No light comes through the opaque body from behind. The outgoing beam in polarisation $j$ is thus the sum of emission and mirror reflection:
\[
\frac{e_jB}{2}+\frac{R_jB}{2}=\frac{B}{2}
\quad\Longrightarrow\quad e_j=1-R_j .
\]
Here $e_j$ is the emissivity. The emission is fixed by the material and its local temperature, so it stays the same when the cavity is removed and the body is held at $T$. Equation (\ref{eq:P}) becomes
\begin{equation}
P=\frac{e_p-e_s}{e_p+e_s}=\frac{R_s-R_p}{2-R_s-R_p}.
\label{eq:PR}
\end{equation}

\subsection{Reflection amplitudes}

Let $z$ point into the body and let $x$ lie along the surface in the plane of emission. In Gaussian units, with time factor $e^{-i\omega t}$,
\[
\nabla\times\mathbf E=ik_0\mathbf H,\qquad
\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E,\qquad
\varepsilon=(n+i\kappa)^2 .
\]
For the reflection problem a wave comes from the vacuum at angle $\theta$. All fields share the factor $e^{ik_0x\sin\theta}$. The wave inside varies as $e^{ik_0qz}$, and the wave equation gives $q^2=\varepsilon-\sin^2\theta$. Write $C=\cos\theta$.

For $s$ light, the $x$ component of the first equation is $-\partial_zE_y=ik_0H_x$. Hence $-H_x=qE_y$ inside. In vacuum, $-H_x=\pm CE_y$ for waves travelling towards $\pm z$. Continuity of the tangential fields, with unit incident and transmitted amplitude $t$, requires
\[
1+r_s=t,\qquad C(1-r_s)=qt .
\]
Eliminating $t$ gives
\begin{equation}
r_s=\frac{C-q}{C+q}.
\label{eq:rs}
\end{equation}

For $p$ light, the $x$ component of the second equation is $\partial_zH_y=ik_0\varepsilon E_x$. Thus $H_y=(\varepsilon/q)E_x$ inside and $H_y=\pm E_x/C$ in vacuum. With amplitudes referred to $E_x$, continuity gives
\[
1+r_p=t,\qquad \frac{1-r_p}{C}=\frac{\varepsilon}{q}\,t,
\]
and therefore
\begin{equation}
r_p=\frac{q-\varepsilon C}{q+\varepsilon C}.
\label{eq:rp}
\end{equation}

\subsection{The Brewster angle}

Take $\kappa\to0$, keeping the body thick enough to remain opaque. Then $\varepsilon=n^2$, and $r_p=0$ requires $q=n^2C$. Squaring and using $q^2=n^2-1+C^2$,
\[
n^2-1=(n^4-1)C^2
\quad\Longrightarrow\quad
C^2=\frac1{n^2+1},\qquad \sin^2\theta_B=\frac{n^2}{n^2+1}.
\]
Thus $\tan\theta_B=n$. Inserting $q=n^2C$ into equation (\ref{eq:rs}),
\[
r_s=\frac{1-n^2}{1+n^2},\qquad
R_s=\left(\frac{n^2-1}{n^2+1}\right)^2,\qquad R_p=0 .
\]
Equation (\ref{eq:PR}) now gives
\begin{align}
P&=\frac{R_s}{2-R_s}
=\frac{(n^2-1)^2}{2(n^2+1)^2-(n^2-1)^2}\nonumber\\
&=\frac{(n^2-1)^2}{n^4+6n^2+1}.
\label{eq:result}
\end{align}
For $n=1.5$, $\theta_B=56.3^\circ$ and
\[
R_s=\left(\frac{1.25}{3.25}\right)^2=0.148,
\qquad
P=\frac{1.5625}{19.5625}=0.0799 .
\]
The emission is 8.0 percent linearly polarised, with the stronger component in the plane of emission. The $p$ component is as bright as that of a black body; the $s$ component is weaker by 14.8 percent.

\subsection{Why weak absorption hardly matters}

The amplitude $r_s$ depends on $n$ and $\kappa$ through $n+i\kappa$. Its first-order change is therefore $i\kappa\,\partial r_s/\partial n$, with the derivative taken at $\kappa=0$. It is imaginary, whereas $r_s$ itself is real there, so $|r_s|^2$ changes only at order $\kappa^2$. The amplitude $r_p$ starts from zero and grows as $\kappa$, so $R_p$ is also of order $\kappa^2$. Evaluating equations (\ref{eq:PR})--(\ref{eq:rp}) at fixed angle $\arctan n$ gives $P=8.2$ percent for $\kappa=0.1$. For $\kappa=0.001$ the shift is about $2\times10^{-5}$ percentage points.

\section{Comparison of estimate and solution}

The estimate of 12.5 percent exceeds the exact 7.99 percent by 56.5 percent of the latter. For $n=1.4$ the corresponding values are 8.0 and 5.55 percent, an excess of 44 percent. The scaling is right, but its convergence is slow. The reason appears on setting $L=\ln n$. Then $r_s=-\tanh L$ and
\[
P=\frac{\tanh^2L}{2-\tanh^2L}
=\frac{\sinh^2L}{1+\cosh^2L}
=\frac{L^2}{2}\left(1-\frac{L^2}{6}+\dots\right).
\]
This function is even in $L$, so its leading term has no correction of relative order $L$. For $n=1.5$, $L=0.405$ and $L^2/2=0.082$, already close to the exact result. The first estimate replaced $L$ by $n-1=0.5$, and this accounts for most of its error.

\section{Other angles}

Let $\theta_t$ be the internal angle, so that $\sin\theta=n\sin\theta_t$ and $q=n\cos\theta_t$. For $\kappa\to0$, equations (\ref{eq:rs}) and (\ref{eq:rp}) give
\[
e_s=\frac{4Cq}{(C+q)^2},\qquad
e_p=\frac{4n^2Cq}{(q+n^2C)^2}.
\]
Their ratio is
\begin{align*}
\frac{e_s}{e_p}
&=\left[\frac{\cos\theta_t+n\cos\theta}{\cos\theta+n\cos\theta_t}\right]^2\\
&=\left[\frac{\sin\theta_t\cos\theta_t+\sin\theta\cos\theta}
{\sin\theta_t\cos\theta+\sin\theta\cos\theta_t}\right]^2
=\cos^2(\theta-\theta_t).
\end{align*}
The second line follows on multiplying above and below by $\sin\theta_t$. Its numerator is $\sin(\theta+\theta_t)\cos(\theta-\theta_t)$ and its denominator is $\sin(\theta+\theta_t)$. With $\delta=\theta-\theta_t$,
\begin{equation}
P(\theta)=\frac{\sin^2\delta}{1+\cos^2\delta}.
\end{equation}
For $n>1$, $d\theta_t/d\theta=\cos\theta/(n\cos\theta_t)<1$, so $\delta$ and $P$ rise steadily with angle. At normal emission $P=0$. Towards grazing emission $\cos\delta\to1/n$, and $P\to(n^2-1)/(n^2+1)=0.385$. The Brewster angle is therefore not the angle of greatest polarisation. Near grazing, however, both emissivities vanish in proportion to $C$.

\section{A hot plate in the infrared}

Consider a plate 3 mm thick at 600 K in cold surroundings, viewed at 5 µm and at the Brewster angle, with $n=1.5$ and $\kappa=0.001$. Planck's law,
\[
B(T)=\frac{2hc^2}{\lambda^5}\frac1{e^{hc/\lambda k_BT}-1},
\]
gives $B=317.6$ W m$^{-2}$ sr$^{-1}$ µm$^{-1}$. The polarised radiances, in the same unit, are
\[
I_p=\frac{317.6}{2}=158.8,\qquad
I_s=0.852\times158.8=135.3 .
\]
A polarised radiometer that assumes unit emissivity assigns to $s$ the temperature $T_s$ for which $B(T_s)=e_sB(T)$. Solving for $T_s$,
\[
T_s=\frac{hc/\lambda k_B}
{\ln\!\left[1+(e^{hc/\lambda k_BT}-1)/e_s\right]}
=580.8\ \mathrm K .
\]
The two readings differ by 19.2 K.

\paragraph{Thickness.} The absorption coefficient is $\alpha=4\pi\kappa/\lambda$, and $1/\alpha=398$ µm. One crossing at $\theta_t=33.7^\circ$ transmits $\tau=e^{-\alpha d/\cos\theta_t}=1.2\times10^{-4}$, so the plate is nearly opaque. For a plate many wavelengths thick, so that $\tau$ hardly changes over one interference fringe, with cold space behind it and averaged over the fringes, summing the absorption over successive crossings gives
\[
e_s=(1-R_s)(1-\tau)\sum_{m=0}^{\infty}(R_s\tau)^m
=\frac{(1-R_s)(1-\tau)}{1-R_s\tau},\qquad e_p=1-\tau .
\]
Absorptance equals emissivity here too: in the cavity, reflected and transmitted light supply the rest of the outgoing beam. Hence
\[
P=\frac{R_s(1-\tau)}{2-R_s(1+\tau)} .
\]
The 3 mm plate still gives 7.99 percent, but a plate with $\tau=0.486$ gives 4.27 percent. Opacity is essential to the result.

\paragraph{Surroundings.} Return to the opaque limit and let the surroundings have radiance $B_0=xB$. Reflection adds $R_sB_0/2$ to the $s$ beam and nothing to the $p$ beam, so
\[
P=\frac{R_s(1-x)}{2-R_s(1-x)} .
\]
At 300 K, $x=2.603/317.6=0.0082$, and $P$ falls to 7.92 percent. It vanishes when the surroundings are as hot as the body, and hotter surroundings reverse its sign.

\paragraph{Temperature gradient.} In an opaque body of uniform index, light from depth $z$ is weakened by $e^{-2k_0z\,\mathrm{Im}\,q}$ in both polarisations. A gradient along the normal replaces $B$ by the same weighted average for each, and $P$ is unchanged. The emission depth here is 331 µm. If the interior is hotter by 2 K/mm, the temperature rises by 0.66 K over this depth and the radiance by about 0.5 percent.

\paragraph{Real glass.} These round parameters are illustrative, not data for a particular glass. They are meant to suggest hot silicate glass between its transparent range and its strong infrared bands. The index of silicate glass at 5 µm is lower than in visible light, so the assumed value is too high for common crown glass: a catalogue dispersion fit for a borosilicate crown with visible index 1.52, extrapolated to 5 µm, gives about 1.40. Dense flint glasses can lie above 1.5 even there. With $n=1.4$, $P$ is 5.6 percent at the corresponding Brewster angle and 6.1 percent if the viewing angle stays at $56.3^\circ$. For pure silica glass the index is lower still: a room-temperature dispersion fit, extrapolated to 5 µm, gives about 1.34, and $P$ is then only 4.2 percent at the corresponding Brewster angle. Inside the strong bands $\kappa$ is no longer small, and equation (\ref{eq:result}) does not apply. Alignment matters as well: for $n=1.5$, viewing $5^\circ$ nearer to the normal gives 6.2 percent, and $5^\circ$ nearer to grazing gives 10.2 percent. For this plate, the index and the viewing angle affect the polarisation far more than its weak absorption or remaining transparency.

Numbers in the example were calculated in double precision.
